\section*{The direct-gap crossover of relaxed germanium-tin with uncertain bowing}

\section*{Question}

In a relaxed alloy Ge$_{1-x}$Sn$_x$, with $x$ the atomic fraction of tin, the conduction-band minima at $\Gamma$ and at $L$ compete to be the lowest. Their energies $E_\Gamma(x)$ and $E_L(x)$ are measured from the valence-band top of the same alloy and follow
\begin{equation}
E_i(x)=(1-x)E_i^{\rm Ge}+xE_i^{\rm Sn}-b_i\,x(1-x),\qquad i=\Gamma,L,
\label{eq:law}
\end{equation}
where $b_i$ is the bowing parameter. A positive $b_i$ lowers the energy below the straight line between the endpoints. The supplied data are rounded values of the rough size used for this alloy at room temperature:
\begin{align*}
E_\Gamma^{\rm Ge}&=0.80~\text{eV}, & E_L^{\rm Ge}&=0.66~\text{eV}, & b_\Gamma&=2.40\pm0.30~\text{eV},\\
E_\Gamma^{\rm Sn}&=-0.40~\text{eV}, & E_L^{\rm Sn}&=0.10~\text{eV}, & b_L&=0.80\pm0.40~\text{eV}.
\end{align*}
The negative value for tin means that the $\Gamma$ state which forms a conduction minimum in germanium lies below the valence top in tin. The uncertainties $s_\Gamma$ and $s_L$ are standard deviations of jointly Gaussian errors with correlation coefficient $r$. The endpoint energies are taken as free of error. Strain, other conduction valleys and the mixing of $\Gamma$ and $L$ states by alloy disorder are neglected. Use
\[
a=E_\Gamma^{\rm Ge}-E_L^{\rm Ge}>0,\qquad d=E_L^{\rm Sn}-E_\Gamma^{\rm Sn}>0,\qquad \beta=b_\Gamma-b_L .
\]

\begin{enumerate}
\item[(a)] How many crossings of $E_\Gamma$ and $E_L$ are there in $0<x<1$? Find the crossing fraction $x_c$ in a form that holds for every real $\beta$, and evaluate it.
\item[(b)] Under what condition does a direct-gap semiconductor begin at $x_c$? Find where its composition range ends for the central data.
\item[(c)] Propagate the bowing errors to $x_c$ to first order. Evaluate the result for $r=0$ and $r=\pm0.5$.
\item[(d)] For $r=0$, find the distribution of $x_c$ without linearizing. Compare its central ranges, mean and standard deviation with the first-order result.
\item[(e)] Which tin fraction puts $\Gamma$ below $L$ with 95\,\% probability? How well must $\beta$ be known to fix $x_c$ to $0.005$? Discuss when the conclusions fail.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The crossing}

Subtract the two laws. The endpoint differences are $a$ at $x=0$ and $-d$ at $x=1$, so
\begin{align}
D(x)&\equiv E_\Gamma-E_L=a(1-x)-dx-\beta x(1-x)\label{eq:D}\\
&=\beta x^2-Sx+a,\qquad S=a+d+\beta. \nonumber
\end{align}
Only the difference of the bowings enters.

Since $D(0)=a>0$ and $D(1)=-d<0$, continuity gives at least one root in the interval. Two roots $x_1,x_2$ inside it would require $\beta\neq0$ and $D=\beta(x-x_1)(x-x_2)$. Then $D(0)D(1)=\beta^2x_1x_2(1-x_1)(1-x_2)\ge0$, which contradicts $D(0)D(1)=-ad<0$. There is therefore exactly one crossing.

To find it, write $S=(\beta+d)+a$ in the discriminant:
\begin{align}
R^2&=S^2-4a\beta
=(\beta+d-a)^2+4a(\beta+d)-4a\beta\nonumber\\
&=(\beta+d-a)^2+4ad>0. \label{eq:R}
\end{align}
Take $R>0$. For $\beta\ne0$ one root is $(S-R)/(2\beta)$. Because $(S-R)(S+R)=4a\beta$, it can be written
\begin{equation}
x_c=\frac{2a}{S+R}=\frac{2a}{a+d+\beta+R}.
\label{eq:xc}
\end{equation}
Equation~\eqref{eq:R} gives $R>|\beta+d-a|$, hence $S+R>S-(\beta+d-a)=2a$. This proves $0<x_c<1$, so the correct root has been chosen. At $\beta=0$, $R=a+d$ and \eqref{eq:xc} gives $a/(a+d)$, the root of the linear equation.

For the data, $a=0.14$~eV, $d=0.50$~eV and $\beta=1.60$~eV. Thus $S=2.24$~eV and
\begin{align*}
R&=\sqrt{(1.60+0.50-0.14)^2+4(0.14)(0.50)}~\text{eV}=2.0302~\text{eV},\\
x_c&=\frac{2(0.14)}{2.24+2.0302}=0.0656,
\end{align*}
or 6.56~at.\% Sn. With both bowings set to zero the crossing would be at $0.14/0.64=0.2188$. The stronger bowing of the $\Gamma$ energy moves it to less than a third of that value.

For a small crossing fraction, \eqref{eq:D} divided by $x(1-x)$ gives $\beta=a/x_c-d/(1-x_c)\simeq a/x_c-d$, so $x_c\simeq a/(\beta+d)$ when $\beta\ge0$ and $a\ll\beta+d$. Here this estimate is $0.14/2.10\simeq0.067$. The crossing is low because the $\Gamma$--$L$ separation in germanium, $a=0.14$~eV, is small compared with the initial rate $-D'(0)=a+d+\beta=2.24$~eV at which tin reduces it; for $a\ll\beta+d$ this rate is close to $\beta+d$.

\subsection*{(b) The gap must also be positive}

For $x>x_c$, $\Gamma$ lies below $L$. This is a direct-gap semiconductor only where also $E_\Gamma(x)>0$. The zero of $E_\Gamma$ follows from the root already found, because
\[
E_\Gamma(x)=E_\Gamma^{\rm Ge}(1-x)-(-E_\Gamma^{\rm Sn})x-b_\Gamma x(1-x)
\]
has the form \eqref{eq:D} with $a\to E_\Gamma^{\rm Ge}$, $d\to-E_\Gamma^{\rm Sn}$ and $\beta\to b_\Gamma$. Both replacements for $a$ and $d$ are positive. Hence $E_\Gamma$ has one zero $x_0$ in the interval, is positive below it and negative above it. A direct-gap range $x_c<x<x_0$ exists if and only if $E_\Gamma(x_c)>0$.

For the central data,
\[
x_0=\frac{2(0.80)}{3.60+\sqrt{(2.40+0.40-0.80)^2+4(0.80)(0.40)}}=0.2713 .
\]
At $x_c$ both minima lie at 0.574~eV, so the condition holds. The model gives a direct-gap semiconductor for $0.0656<x<0.2713$. Beyond $x_0$ the $\Gamma$ state lies below the valence top and there is no positive gap.

\subsection*{(c) First-order propagation}

Differentiate $D(x_c,\beta)=0$ with respect to $\beta$:
\[
D'(x_c)\frac{dx_c}{d\beta}-x_c(1-x_c)=0 .
\]
The slope is $D'(x_c)=2\beta x_c-S$. From $2\beta x_c=S-R$ it equals $-R$, also at $\beta=0$. Therefore
\begin{equation}
\frac{dx_c}{d\beta}=-\frac{x_c(1-x_c)}{R}.
\label{eq:slope}
\end{equation}
To first order, a small increase of $b_\Gamma$ lowers the crossing fraction by as much as an equal increase of $b_L$ raises it. The variance of $\beta=b_\Gamma-b_L$ is $s_\beta^2=s_\Gamma^2+s_L^2-2rs_\Gamma s_L$, so
\begin{equation}
s_x=\frac{x_c(1-x_c)}{R}\sqrt{s_\Gamma^2+s_L^2-2rs_\Gamma s_L}.
\label{eq:sx}
\end{equation}

Numerically $dx_c/d\beta=-0.0656(1-0.0656)/2.0302=-0.0302$ per eV. For independent errors, $s_\beta=\sqrt{0.30^2+0.40^2}=0.50$~eV and $s_x=0.0151$, or 1.51~at.\% Sn. For $r=+0.5$, $s_\beta=0.361$~eV and $s_x=0.0109$. For $r=-0.5$, $s_\beta=0.608$~eV and $s_x=0.0184$. Errors that move both bowings the same way partly cancel in $\beta$, while opposite errors add. Quoting $s_\Gamma$ and $s_L$ without their correlation therefore only bounds the error: $s_\beta$ lies between $|s_\Gamma-s_L|=0.10$~eV and $s_\Gamma+s_L=0.70$~eV, so $s_x$ lies between $0.003$ and $0.021$.

\subsection*{(d) The distribution without linearization}

Solving \eqref{eq:D} for the bowing difference at which a given $x$ is the crossing gives
\begin{equation}
B(x)=\frac{a}{x}-\frac{d}{1-x},\qquad
B'(x)=-G(x),\quad G(x)=\frac{a}{x^2}+\frac{d}{(1-x)^2}>0 .
\label{eq:B}
\end{equation}
As $x$ runs from 0 to 1, $B$ falls steadily from $+\infty$ to $-\infty$. Thus $x_c<x$ is equivalent to $\beta>B(x)$. If $\beta$ is Gaussian with mean $\beta_0$, then
\begin{equation}
P(x_c<x)=\Phi\!\left(\frac{\beta_0-B(x)}{s_\beta}\right),
\label{eq:P}
\end{equation}
where $\Phi$ is the standard normal distribution function. Its $p$ quantile is \eqref{eq:xc} evaluated at $\beta_0-s_\beta\Phi^{-1}(p)$. In particular, the median is the central value $0.0656$.

The one-standard-deviation limits $\beta=2.10$~eV and $1.10$~eV map to $x_c=0.0533$ and $0.0850$. The central 68.3\,\% range is thus 5.33 to 8.50~at.\% Sn, whereas the linear range is $0.0505$ to $0.0807$. At 95\,\% the mapped range is $0.0451$ to $0.1180$, against $0.0360$ to $0.0951$ from the linear formula.

The asymmetry follows from the curvature of the map. Since $dx_c/d\beta=-1/G$, the chain rule gives
\begin{equation}
\frac{d^2x_c}{d\beta^2}
=\frac{G'}{G^2}\frac{dx_c}{d\beta}
=-\frac{G'}{G^3}
=\frac{2}{G^3}\left[\frac{a}{x_c^3}-\frac{d}{(1-x_c)^3}\right].
\label{eq:curv}
\end{equation}
This is positive when $x_c/(1-x_c)<(a/d)^{1/3}$, which holds throughout the 95\,\% range. A reduction of $\beta$ then moves the crossing further than an equal increase.

Expanding $x_c(\beta)$ about $\beta_0$ and averaging removes the linear term. With the curvature $0.0273$ per eV$^2$, the mean to second order is
\[
0.0656+\tfrac12(0.0273)(0.50)^2=0.0690 .
\]
Integration over the full Gaussian gives a mean of $0.0696$ and a standard deviation of $0.0196$. The linear value $0.0151$ is 23\,\% below this standard deviation. The curvature at $\beta_0$ explains little of this, since the second-order expansion gives only $0.0158$. The rest comes from higher orders in the tail of small $\beta$, so the value depends on the assumed Gaussian shape: cutting the Gaussian at three standard deviations gives $0.0185$, against a linear value of $0.0149$. An asymmetric range about the median describes the result better than a symmetric error bar.

\subsection*{(e) Confidence, required accuracy and limits}

The requested fraction is the 95\,\% quantile. With $\Phi^{-1}(0.95)\simeq1.645$, it is \eqref{eq:xc} at $\beta=1.60-1.645(0.50)$~eV, which gives $x=0.1048$. At the central crossing the probability is 50\,\%, because $x_c$ is the median. At $x=0.08$ it is
\[
\Phi\!\left(\frac{1.60-0.14/0.08+0.50/0.92}{0.50}\right)=0.784 .
\]
These are probabilities within the stated error model.

To obtain $s_x=0.005$, \eqref{eq:slope} requires $s_\beta=0.005/0.0302\simeq0.166$~eV, one third of the present spread for independent errors. The mapped one-standard-deviation range then extends $0.0054$ above and $0.0047$ below the median. Its half-width, $0.00503$, is insensitive to the curvature, which cancels in it. The full standard deviation is $0.0051$, so linearization is adequate for the spread, while a modest asymmetry remains.

The order of $\Gamma$ and $L$ does not by itself guarantee a semiconductor. A scan with each bowing within two standard deviations of its central value gives a smallest crossing gap of 0.333~eV, so the condition of part (b) holds there. At the three-standard-deviation corner $b_\Gamma=1.50$~eV, $b_L=2.00$~eV, the crossing moves to $x=0.4074$, where $E_\Gamma=-0.051$~eV. The bands still cross, but no direct-gap semiconductor range exists. For $r=0$ the cases without a direct-gap range have a total probability of about $5\times10^{-5}$. The distribution in (d) includes them because it describes the band crossing alone.

Endpoint errors deserve separate attention. Differentiating \eqref{eq:D} with respect to $a$ gives $-R\,dx_c/da+(1-x_c)=0$, hence $dx_c/da=(1-x_c)/R$. Its magnitude exceeds that of \eqref{eq:slope} by the factor $1/x_c\simeq15$. An error of $0.033$~eV in the germanium $\Gamma$--$L$ separation therefore matters as much as the $0.50$~eV error in $\beta$. In the same way $dx_c/dd=-x_c/R=-0.0323$ per eV, so an error in $d$ counts about as much as an equal error in $\beta$.

Residual strain would add valley-dependent shifts to \eqref{eq:law}, and a composition-dependent bowing would change its quadratic form. Disorder mixing would replace the sharp change of valley character by a gradual one. The quoted ranges contain none of these effects. They follow from rounded exercise data and assumed errors and are not predictions for grown alloys, which at these tin fractions lie above the equilibrium solubility and are metastable. The numerical output gives the values used here.

\section*{Computed results}
\begin{verbatim}
Ge: E_G = 0.80 eV, E_L = 0.66 eV
Sn: E_G = -0.40 eV, E_L = 0.10 eV
bowing b_G = 2.40 eV, standard deviation 0.30 eV
bowing b_L = 0.80 eV, standard deviation 0.40 eV
a = 0.14 eV, d = 0.50 eV, beta = 1.60 eV
a + d + beta = 2.24 eV
R = 2.0302 eV
crossing x_c = 0.0656 (fraction) = 6.56 at.% Sn
E_G at x_c = 0.5743 eV, E_L at x_c = 0.5743 eV
crossing with both bowings zero = 0.2188 (fraction)
direct gap closes at x_0 = 0.2713 (fraction)
dx_c/dbeta = -0.03018 per eV
d2x_c/dbeta2 = 0.02727 per eV^2
r = +0.0: s_beta = 0.5000 eV, linear s_x = 0.0151 (fraction)
r = +0.5: s_beta = 0.3606 eV, linear s_x = 0.0109 (fraction)
r = -0.5: s_beta = 0.6083 eV, linear s_x = 0.0184 (fraction)
linear s_x, r = 0: 1.51 at.% Sn
The following lines are for r = 0
linear one-sigma range: 0.0505 to 0.0807
exact central 68.3 % range: 0.0533 to 0.0850
same exact range: 5.33 to 8.50 at.% Sn
linear 95 % range: 0.0360 to 0.0951
exact 95 % range: 0.0451 to 0.1180
median of x_c = 0.0656
mean of x_c: second order 0.0690, exact 0.0696
exact standard deviation of x_c = 0.0196
x for 95 % confidence that Gamma is below L = 0.1048
probability that Gamma is below L at x = 0.08: 0.784
lowest crossing gap, bowings within 2 s.d. = 0.333 eV
3 s.d. corner: b_G = 1.50 eV, b_L = 2.00 eV
  crossing x = 0.4074, E_G there = -0.051 eV
s_beta needed for s_x = 0.005: 0.166 eV
  half-width of exact one-sigma range then = 0.00503
\end{verbatim}
